# Specular wires and tilted Fermi ellipsoids: which mass sets the conductivity, part 2

Which element of the mass tensor $M$ sets the conductivity of a metal wire with specular walls? The wire runs along $z$ with a constant cross-section. Electrons of charge $-e$, with $e>0$, fill an ellipsoidal pocket. Their momentum $\mathbf p$ is measured from its centre, $E=\tfrac12\,\mathbf p\cdot W\mathbf p$, $W=M^{-1}$ and $\mathbf v=W\mathbf p$. The subscript $t$ denotes the transverse directions, and $\mathbf b=W_{tt}^{-1}W_{tz}$. The electron density is $n$, the constant relaxation time $\tau$, and the Fermi energy $E_F$. Masses are in units of $m_e$.

A reflection at a wall with normal $\mathbf N$ reverses $\mathbf v\cdot\mathbf N$, changes $\mathbf v$ along $W\mathbf N$ and conserves $p_z$. With

$$\frac1{M_{zz}}=W_{zz}-W_{zt}W_{tt}^{-1}W_{tz},\qquad v_z=\frac{p_z}{M_{zz}}+\mathbf b\cdot\mathbf v_t ,\tag{1}$$

the long-time mean velocity along the wire is $p_z/M_{zz}$ on every path.

A weak field $\mathcal E$ along $z$ changes the equilibrium occupation $f_0(E)$ by $f_1=-e\mathcal E(-f_0')\,g$, where $f_0'$ is the energy derivative:

$$\mathbf v_t\cdot\nabla_t f_1-e\mathcal E\,v_z f_0'=-\frac{f_1}{\tau},$$

$$\mathbf v_t\cdot\nabla_t g+\frac g\tau=v_z .\tag{2}$$

Specular reflection preserves $g$. With $\sum$ for $2\int d^3p/(2\pi\hbar)^3$,

$$\sum(-f_0')v_ip_j=-\sum\frac{\partial f_0}{\partial p_i}p_j=\sum f_0\,\delta_{ij}=n\,\delta_{ij},\tag{4}$$

A thin wire has

$$\boxed{\sigma_{\rm thin}=\frac{ne^2\tau}{M_{zz}}}\tag{5}$$

and an unbounded metal has

$$\sigma_{ij}=e^2\tau\sum(-f_0')v_iv_j=e^2\tau\sum_lW_{jl}\sum(-f_0')v_ip_l=ne^2\tau W_{ij}.\tag{6}$$

On the Fermi surface, $v_z/v_m$ is spread evenly between $-1$ and $1$, with $v_m$ the largest $v_z$. If $D$ is the largest distance across the section,

$$\frac{|\sigma-\sigma_{\rm thin}|}{\sigma_{zz}}\le\frac{3|\mathbf b|D}{2v_m\tau}.$$

The quantum subbands are

$$E_\nu(p_z)=\varepsilon_\nu+\frac{p_z^2}{2M_{zz}},$$

with $\varepsilon_\nu$ independent of $p_z$. They were tested by diagonalization for a hard-wall layer of width $w$, with masses 0.5 and 2 $m_e$ in the $xz$ plane, the heavy axis 30 degrees from $z$, and $p_z=4\hbar/w$.

The traced thin round wire had diameter $0.05\,v_0\tau$, with $v_0=\sqrt{2E_F/m_e}$. Its principal masses were 0.5, 1 and 2 $m_e$, initially along $x$, $y$ and $z$. The ellipsoid was then turned by 40 degrees about $z$, 35 about $x$ and 25 about $z$, all about fixed axes. The conductivity was $0.620\pm0.004$ in units of $ne^2\tau/m_e$.

## Side charge, mirror ellipsoids and a 10 nm line

The symbols carried over are these. The tensor $M$ holds the masses, and $W$ is its inverse. The wire runs along $z$, $t$ labels the transverse directions, and $\mathbf b=W_{tt}^{-1}W_{tz}$. The velocity along the wire is $v_z=p_z/M_{zz}+\mathbf b\cdot\mathbf v_t$, where specular walls conserve $p_z$. The response to a field along $z$ is described by $g$, which obeys $\mathbf v_t\cdot\nabla_tg+g/\tau=v_z$ and keeps its value in a specular reflection. The conductivity is $\sigma=e^2\sum(-f_0')v_zg$, averaged over the section. The sum rule $\sum(-f_0')v_ip_j=n\delta_{ij}$ leads to $ne^2\tau/M_{zz}$ in a thin wire and to the tensor $ne^2\tau W_{ij}$ in an unbounded metal.

It would be natural to read these two results as a size effect, with the conductivity falling from $ne^2\tau W_{zz}$ to $ne^2\tau/M_{zz}$ as a wire is made thinner. For a metal with a single ellipsoid, that reading is wrong. The value $ne^2\tau W_{zz}$ belongs to a field that points purely along $z$, and such a field also drives a transverse current $ne^2\tau W_{tz}\mathcal E$. In a long bar this current has nowhere to go. It charges the sides until a transverse field stops it. The resistivity tensor is the inverse of the conductivity tensor, $\rho=M/(ne^2\tau)$. With zero transverse current the bar has

$$\frac{1}{\rho_{zz}}=\frac{ne^2\tau}{M_{zz}},$$

which is the thin-wire value.

The agreement holds at every thickness. For current along $z$, the field in the bar is $\rho\mathbf J$, which is proportional to the $z$ column of $M$. Its transverse part is therefore $\mathcal E_t=M_{tz}\mathcal E/M_{zz}$. The combination that drives the electrons becomes

$$\boldsymbol{\mathcal E}\cdot\mathbf v=\frac{\mathcal E}{M_{zz}}\left(M_{zt}\mathbf v_t+M_{zz}v_z\right)=\frac{\mathcal E\,p_z}{M_{zz}},$$

because $\mathbf p=M\mathbf v$. With this drive on the right of the equation for $g$, the solution is $g=\tau p_z/M_{zz}$. It is uniform across the wire and unchanged by specular reflection, so the walls have no effect. The transverse current is proportional to $\sum(-f_0')\mathbf v_tp_z$, which is zero by the sum rule. The bulk charge density is also undisturbed, since $g$ is odd in momentum.

A traced thick wire shows the role of the side field. The ellipsoid was the one used for the thin round wire above, and the diameter was raised to $6v_0\tau$, with $v_0=\sqrt{2E_F/m_e}$. With the side field, the conductivity was $0.629\pm0.003$ in units of $ne^2\tau/m_e$, which agrees with $1/M_{zz}=0.624$ within two standard errors. With the field forced to lie along $z$, it was $0.752\pm0.004$, on its way to the unbounded value of 0.800. This last result depends on the relaxation term used here, which lets the number of electrons change locally. If collisions in a single ellipsoid conserve that number at each point, a density gradient takes over the work of the missing side field, and the conductivity is again $ne^2\tau/M_{zz}$.

A true size effect appears when the transverse currents of several ellipsoids cancel. The simplest case is a pair of ellipsoids that are mirror images under $x\to-x$, each holding $n/2$ electrons. Let both be tilted in the $xz$ plane, so that $W_{xy}=W_{yz}=0$. The two have the same $W_{zz}$, $W_{xx}$ and $M_{zz}$ but opposite $W_{xz}$. In a thick wire their transverse currents cancel without a side field, and the conductivity is $ne^2\tau W_{zz}$. In a thin wire the argument for a single path applies to each ellipsoid separately, and the total is $ne^2\tau/M_{zz}$.

Neither limit needs a side field. For the side field to be absent at intermediate widths too, no net charge may build up inside the wire, whose section is taken as a rectangle with sides along $x$ and $y$. Symmetry ensures this. Measure $x$ from the centre. Reversing both position and momentum changes the sign of $v_z$ and leaves the energy unchanged, so for one ellipsoid $g(-\mathbf r,-\mathbf p)=-g(\mathbf r,\mathbf p)$. Its density change, summed over momentum, is odd: $\delta n_1(-x)=-\delta n_1(x)$. The mirror operation gives $\delta n_2(x)=\delta n_1(-x)$. Hence $\delta n_1(x)+\delta n_2(x)=0$ at each point.

One more condition is hidden in $\tau$. The relaxation term drives both ellipsoids towards a common equilibrium, so bulk collisions must transfer electrons between them. The term $-f_1/\tau$ removes a difference between their densities at the full rate $1/\tau$, which corresponds to collisions that end in either ellipsoid with equal chance. Suppose instead that the number in each ellipsoid is conserved separately. Each can then relax towards its own shifted chemical potential $\mu+\delta\mu(x)$. Try $f_1=(-f_0')[\delta\mu(x)+h]$, where $h$ depends on momentum only and is the part that relaxes. The Boltzmann equation requires

$$v_x\frac{d\,\delta\mu}{dx}+\frac h\tau=-e\mathcal E\left(\frac{p_z}{M_{zz}}+\frac{W_{xz}}{W_{xx}}v_x\right).$$

It is solved by $h=-e\mathcal E\tau p_z/M_{zz}$ and $d\,\delta\mu/dx=-e\mathcal E\,W_{xz}/W_{xx}$. The gradient has opposite signs in the two ellipsoids and does the work of the side field. The conductivity is then $ne^2\tau/M_{zz}$ at any width, and the size effect disappears again.

With transfer at this full rate in the bulk and none at the walls, the whole dependence on width can be found. Slower transfer is not covered by the formula below; it lies between the two cases, and the bulk value is then approached only at larger widths. Let the rectangular wire extend from $x=0$ to $x=w$. Since $W_{xy}=W_{yz}=0$, a reflection from a $y$ wall changes neither $v_x$ nor $v_z$, so the $y$ width drops out. At an $x$ wall, $v_x$ changes sign. For one ellipsoid write $r=W_{xz}/W_{xx}$, so that $v_z=p_z/M_{zz}+rv_x$, and split the response as

$$g=\frac{\tau p_z}{M_{zz}}+r\,h,\qquad v_x\frac{dh}{dx}+\frac h\tau=v_x .$$

Here $h$ is a new unknown with the dimension of a length. Let $L=|v_x|\tau$. The solutions for electrons moving to the right and to the left are

$$h_+=L\left(1-Ae^{-x/L}\right),\qquad h_-=-L\left(1-Ae^{-(w-x)/L}\right).$$

One constant $A$ serves both because of the symmetry about the centre. Specular reflection requires $h_+=h_-$ at $x=0$:

$$1-A=-\left(1-Ae^{-w/L}\right)\quad\Rightarrow\quad A=\frac{2}{1+e^{-w/L}} .$$

The average of $e^{-x/L}$ over the width is $(L/w)(1-e^{-w/L})$. The averaged response is thus $\bar h=\tau v_xF$, with

$$F=1-\frac{2L}{w}\,\frac{1-e^{-w/L}}{1+e^{-w/L}}=1-\frac{2L}{w}\tanh\frac{w}{2L}.$$

The product $v_zg$ now has three kinds of term. The square of the momentum term contributes $\tau\sum(-f_0')p_z^2/M_{zz}^2$. Since $p_z=\sum_iM_{zi}v_i$, the sum rule gives $\sum(-f_0')p_z^2=nM_{zz}$, and this term becomes $n\tau/M_{zz}$. The cross terms contain $p_z$ times a function of $v_x$. In the variables $v_x$, $p_y$ and $p_z$, the energy is

$$E=\frac{v_x^2}{2W_{xx}}+\frac{W_{yy}p_y^2}{2}+\frac{p_z^2}{2M_{zz}},$$

which is even in $p_z$ at fixed $v_x$, so the cross terms vanish. The last term is $r^2\tau\sum(-f_0')v_x^2F$. Without $F$ the sum would be $nW_{xx}$. At temperatures far below the Fermi temperature, $u=|v_x|/v_{x,\max}$ is spread evenly between 0 and 1, as shown earlier for $v_z$, and the factor $v_x^2$ supplies the normalized weight $3u^2$. With $\ell=\tau v_{x,\max}$, and because $r^2W_{xx}=W_{xz}^2/W_{xx}$ is the same for both ellipsoids,

$$\sigma(w)=ne^2\tau\left[\frac1{M_{zz}}+\frac{W_{xz}^2}{W_{xx}}\Phi\right],\qquad \Phi=3\int_0^1u^2\left[1-\frac{2\ell u}{w}\tanh\frac{w}{2\ell u}\right]du .$$

For a thick wire the hyperbolic tangent tends to one, and $\Phi\to1-3\ell/(2w)$. The bracket then approaches $1/M_{zz}+W_{xz}^2/W_{xx}=W_{zz}$. For a thin wire, use $\tanh y\simeq y-y^3/3$ with $y=w/(2\ell u)$. The square bracket becomes $w^2/(12\ell^2u^2)$, and $\Phi\simeq(w/\ell)^2/4$. The expansion fails for slow transverse motion, $u\lesssim w/\ell$, but that range carries a weight of order $(w/\ell)^3$ only. The leading correction is therefore quadratic in the width, much smaller than the general linear bound.

Walls may also exchange the two ellipsoids. This is possible at a flat $x$ wall if the ellipsoids have the same central momentum along $y$ and $z$ and the wall is sharp enough to supply the transverse momentum between them. The first condition always holds when the two are related by a mirror of the crystal. Suppose that a fraction $q$ of the reflections at the $x$ walls sends an electron to its mirror state. Then $v_x$ and $r$ both change sign, and the product $rv_x$ survives. In an ordinary reflection $rv_x$ changes sign. The value of $rh$ itself is carried through either kind of reflection, because $g$ and $p_z$ are. Of the electrons that leave with $rv_x>0$, a fraction $q$ thus arrived with $rv_x>0$, and a fraction $1-q$ arrived with $rv_x<0$, where $rh$ has the opposite sign. Their mean $rh$ is the incoming magnitude times $q-(1-q)=s$, with $s=2q-1$. The wall condition becomes $1-A=s(1-Ae^{-w/L})$, which gives

$$A=\frac{1-s}{1-se^{-w/L}},\qquad F=1-(1-s)\frac Lw\,\frac{1-e^{-w/L}}{1-se^{-w/L}} .$$

For $q=0$ this is the earlier result. For $q=1$ it gives $F=1$, and the bulk value returns at any width. Specularity is therefore not enough for this reduction: the walls must also return at least some of the electrons to their own ellipsoid. In tests at $w=2\ell$, with exchange fractions of 0, 0.3 and 1, conductivities from traced paths agreed with these formulas within five standard errors.

For a worked example, take principal masses of 0.5, 1 and 2 $m_e$, with the axis of mass 1 along $y$ and the heavy axis 30 degrees from the wire. In units of $m_e$ and $1/m_e$,

$$M_{zz}=2\cos^230^\circ+0.5\sin^230^\circ=1.625,$$

$$W_{zz}=0.5\cos^230^\circ+2\sin^230^\circ=0.875 .$$

Likewise $W_{xx}=1.625$ and $|W_{xz}|=0.6495$. The split of $W_{zz}$ reads $1/1.625+0.6495^2/1.625=0.6154+0.2596=0.875$, as it must. The thin wire has $0.6154/0.875=0.703$ of the bulk conductivity.

The total density is $5\times10^{22}$ cm$^{-3}$, the relaxation time 30 fs, and the section a square of side 10 nm. Each ellipsoid has the momentum volume $\tfrac{4\pi}{3}(2E_F)^{3/2}\sqrt{\det M}$ and holds $n/2$ electrons with two spins. Equating twice this volume, divided by $(2\pi\hbar)^3$, to $n/2$ gives

$$E_F=\frac{\hbar^2}{2(\det M)^{1/3}}\left(\frac{3\pi^2n}{2}\right)^{2/3}=3.12\ \text{eV}.$$

The energy expression above shows that the largest $v_x$ is $\sqrt{2E_FW_{xx}}$, so $\ell=40$ nm and $w/\ell=0.25$. The bulk resistivity is 2.70 $\mu\Omega\,$cm, and the thin-wire value is $2.70/0.703=3.84$ $\mu\Omega\,$cm. Division by the area of 100 nm$^2$ turns these into 270 and 384 $\Omega/\mu$m. At fixed density, relaxation time and section, specular walls without exchange raise the resistance by 42% in the thin limit.

The finite width hardly matters here. The integral gives $\Phi=0.0138$, somewhat below the leading estimate $0.25^2/4=0.0156$. The conductivity is raised by $0.2596\times0.0138/0.6154=0.6\%$ relative to the thin limit. If 10% of the reflections at the $x$ walls exchange the ellipsoids, the rise is 1.4%, finite width included.

Diffuse reflection matters far more. If each reflection, at any of the four walls, has a 10% chance of erasing the electron's memory of the field, traced paths give a conductivity $19.9\pm0.3\%$ below the thin specular limit, again with finite width included. Exchange leaves the term $\tau p_z/M_{zz}$ of $g$ intact, while diffuse reflection erases that term too. The chance of erasure also recurs: the wire is a quarter of $\ell$ wide, so many electrons meet the walls several times within one relaxation time.

Two further effects are small. Hard-wall confinement at fixed density raises the Fermi energy by 4.0% of its bulk value. This leaves $ne^2\tau/M_{zz}$ unchanged at fixed $\tau$, since all subbands share the mass $M_{zz}$, but it raises the largest velocities and hence $\ell$ by about 2%. The thermal energy at 300 K is 0.8% of the Fermi energy, which supports the low-temperature average used in $\Phi$.

The density and width lie in the rough range of a narrow local interconnect line on a logic chip, where widths reach down to some ten nanometres. Good metals have mean free paths of some tens of nanometres at room temperature. The resistivities found here are closer to those of good bulk metals. Real lines this narrow usually have clearly higher ones, largely because of diffuse walls and grain boundaries. The pair of ellipsoids is less typical: metals of such density generally have large Fermi surfaces of other shapes, so the 42% belongs to the model and is no forecast for a given metal. At this density the semi-axes of each ellipsoid in wave vector are 6 to 13 nm$^{-1}$, comparable with the size of a metal's Brillouin zone, and the Fermi wavelength is below a nanometre. An atomically sharp wall may then exchange the ellipsoids far more often than the 10% assumed above; walls that keep electrons in their ellipsoids are more plausible for small, well separated pockets. Perfect specularity is a further idealization. In this example, 10% diffuse reflection already raises the resistance by a further factor of $1/(1-0.199)=1.25$, and rougher walls would raise it more. Grain boundaries, non-parabolic bands and a relaxation time that varies over the Fermi surface have not been sized here.

For the choice of wire direction, the result gives a conditional rule. In a metal with several ellipsoids labelled $j$, each path argument holds within its own ellipsoid, so the thin-wire conductivity is $e^2\tau\sum_jn_j/M^{(j)}_{zz}$. Candidate directions should be ranked by this sum, and not by $\sum_jn_jW^{(j)}_{zz}$, when the wire is much thinner than the distance that typical electrons cover across it in one relaxation time, its walls keep electrons in their ellipsoids and reflect them diffusely only rarely within one relaxation time, and $\tau$ is the same for all directions compared. The sum $\sum_jn_jW^{(j)}_{zz}$ is not in general the thick-wire value either: a thick bar has $e^2\tau/[S^{-1}]_{zz}$ with $S=\sum_jn_jW^{(j)}$, which equals $e^2\tau S_{zz}$ only along a principal axis of $S$. The computed values behind the example are collected in the numerical output below.

## Calculated quantities

```
principal masses: 0.5, 1.0, 2.0 m_e
tilt of heavy axis from wire: 30 degrees
total electron density: 5.00e+22 cm^-3
relaxation time: 30 fs
wire width: 10 nm
temperature: 300 K
M_zz: 1.6250 m_e
M_xz: 0.6495 m_e
W_zz: 0.8750 1/m_e
W_xx: 1.6250 1/m_e
W_xz: -0.6495 1/m_e
1/M_zz: 0.6154 1/m_e
W_xz^2/W_xx: 0.2596 1/m_e
Fermi energy: 3.118 eV
length ell: 40.05 nm
width over ell: 0.2497 (no unit)
bulk conductivity: 3.6985e+05 S/cm
thin-wire conductivity: 2.6012e+05 S/cm
thin-wire over bulk conductivity: 0.7033 (no unit)
bulk resistivity: 2.704 microohm cm
thin-wire resistivity: 3.844 microohm cm
resistance per length, bulk value: 270.4 ohm/micrometre
resistance per length, thin-wire value: 384.4 ohm/micrometre
width factor Phi: 0.01376 (no unit)
finite-width change of conductivity: +0.58 %
change with 10% ellipsoid exchange at x walls, finite width included: +1.40 %
change with 10% diffuse reflection, finite width included: -19.9 %
sampling error of that change: 0.3 %
confinement shift of Fermi energy: +4.0 %
thermal energy over Fermi energy: 0.83 %
subband masses from diagonalization: 1.6250, 1.6249, 1.6248 m_e
general tilt, 1/M_zz: 0.6238 1/m_e
general tilt, W_zz: 0.8004 1/m_e
general tilt, traced thin round wire: 0.6196 +- 0.0044 1/m_e
general tilt, traced thick wire with side field: 0.6291 +- 0.0031 1/m_e
general tilt, traced thick wire without side field: 0.7517 +- 0.0035 1/m_e
```
